# Self-Consistent Linear Response and Ground-State Mixing Share One Operator

Q: A ground-state calculation is a nonlinear search for a density. A response calculation solves a linear equation for a small change. Why should convergence theory for one say anything about the other?

A: Write both as fixed-point problems first. Let $P$ be the variable that is iterated: the density in a density-functional calculation, or the pair of spin density matrices $(P^\uparrow,P^\downarrow)$ in unrestricted Hartree–Fock (UHF). The mean-field Hamiltonian is $H[P]$. Let $\Phi(H)$ be the density, or density matrices, obtained by filling the lowest orbitals of $H$ with a fixed number of electrons. A ground state satisfies
$$P_*=\Phi(H[P_*]).$$

I assume zero temperature, a gap between filled and empty orbitals, a real Hamiltonian, static perturbations and a finite basis. The gap makes $\Phi$ differentiable. Define two derivatives at $P_*$:
$$K=\frac{dH}{dP},\qquad \chi_0=\frac{d\Phi}{dH}.$$
$K$ says how the mean field reacts to a change of $P$; $\chi_0$ says how independent electrons react to a change of Hamiltonian. In density-functional theory $K$ is the Coulomb kernel plus the exchange-correlation kernel. In UHF it is the Coulomb minus the exchange operator, acting on density matrices.

Simple mixing with parameter $\beta$ is
$$P_{l+1}=P_l+\beta\big(\Phi(H[P_l])-P_l\big).$$
Put $P_l=P_*+e_l$. The chain rule gives $\Phi(H[P_*+e_l])=P_*+\chi_0Ke_l+O(e_l^2)$, so to first order
$$e_{l+1}=e_l+\beta(\chi_0K-1)e_l=(1-\beta\varepsilon)e_l,\qquad \varepsilon=1-\chi_0K.$$
The Jacobian of the residual $\Phi(H[P])-P$ is therefore $-\varepsilon$.

Q: That is the ground state. Where does the response enter?

A: Add a perturbation $\eta w$ to the Hamiltonian. The perturbed ground state obeys $P(\eta)=\Phi(H[P(\eta)]+\eta w)$. Differentiate at $\eta=0$ and call the derivative $\delta P$:
$$\delta P=\chi_0(w+K\delta P)\quad\Longrightarrow\quad \varepsilon\,\delta P=\chi_0w.$$
This is the equation of coupled-perturbed Hartree–Fock (CPHF) and of density-functional perturbation theory (DFPT). It has a unique solution if $\varepsilon$ is invertible. Its mixed iteration is
$$\delta P_{l+1}=\delta P_l+\beta\big[\chi_0(w+K\delta P_l)-\delta P_l\big].$$
The exact $\delta P$ is unchanged by this step. Subtracting it gives, for $d_l=\delta P_l-\delta P$,
$$d_{l+1}=(1-\beta\varepsilon)d_l.$$
The error propagator is the same. The difference is one of range: here the relation holds for an error of any size, while for the ground state it is the leading order near $P_*$.

Q: You have hidden the physics in $\chi_0$. What is it for orbitals, and does it have the properties a convergence bound needs?

A: Let $i$ label filled and $a$ empty orbitals, with energies $e_i,e_a$, and let $h$ be a real symmetric change of $H$. First-order perturbation theory mixes empty orbitals into $\psi_i$ with coefficients
$$u_{ia}=-\frac{h_{ia}}{e_a-e_i}.$$
Mixing among filled orbitals is antisymmetric by orthonormality, so it cancels in the density matrix. Per spin,
$$\delta P=\sum_{ia}u_{ia}\big(\psi_a\psi_i^T+\psi_i\psi_a^T\big).$$
For a second perturbation $h'$, the two terms contribute equally:
$$\mathrm{Tr}(h'\delta P)=2\sum_{ia}h'_{ia}u_{ia}=-2\sum_{ia}\frac{h'_{ia}h_{ia}}{e_a-e_i}.$$
This is symmetric in $h,h'$ and not positive when $h'=h$. So $\chi_0$ is symmetric and $X=-\chi_0\ge0$. For a local potential the trace reduces to potential times density change, so the density response inherits both properties.

Q: In a crystal the ground-state density has the lattice period, but a phonon or a density wave has a wavevector $q$. Surely the operators differ?

A: They are different blocks of one operator, and the claim must be stated that way. Let $R$ number the $N$ cells of a periodic chain and $s$ the sites in a cell. Write the orbitals as $\psi_{\mu k}(R,s)=N^{-1/2}u_{\mu k}(s)e^{ikR}$, and the perturbation as $v_se^{iqR}$. A real perturbation is this plus its complex conjugate; linearity allows separate treatment. Its matrix element is
$$\langle\nu k'|v|\mu k\rangle=\frac1N\sum_Re^{i(k+q-k')R}\sum_su^*_{\nu k'}(s)v_su_{\mu k}(s).$$
The sum over $R$ vanishes unless $k'=k+q$, up to a reciprocal-lattice vector.

The first-order density contains $\psi_\mu^*\delta\psi_\mu$ and its partner from the change of $\psi_\mu^*$. The partner couples the filled state at $k$ to states at $k-q$. Shifting $k\to k+q$ in it and exchanging the two band labels puts both into one sum with occupations $f=0,1$. With a factor 2 for spin,
$$\chi_{0,ss'}(q)=\frac2N\sum_{k\mu\nu}\frac{f_{\mu k}-f_{\nu,k+q}}{e_{\mu k}-e_{\nu,k+q}}\,u^*_{\mu k}(s)u_{\nu,k+q}(s)\,u^*_{\nu,k+q}(s')u_{\mu k}(s').$$
Pairs of equal occupation are omitted. If the interaction depends on distance, $K$ also preserves $q$: for an interaction $V$ and a local kernel $f_s$,
$$K_{ss'}(q)=\sum_RV(R;s,s')e^{-iqR}+f_s\delta_{ss'},$$
where $V(R;s,s')$ couples site $s$ of cell $R$ to site $s'$ of cell zero. Hence
$$\varepsilon(q)=1-\chi_0(q)K(q).$$

A unit-cell ground-state loop contains only lattice-periodic errors and sees $\varepsilon(0)$. Response at $q$ needs $\varepsilon(q)$. A ground-state loop in an $N$-cell supercell contains every $q=2\pi m/N$, and its spectrum is the union of those block spectra. The form of a mixing bound carries over to $q$; its numerical value at $q=0$ does not.

Q: Suppose I want to avoid sums over empty bands. Is that still your $\chi_0$?

A: Yes. Let $Q$ project onto the empty states at $k+q$, and solve the Sternheimer equation
$$(H_{k+q}-e_{\mu k})\,\delta u_{\mu}=-Qvu_{\mu k},\qquad Q\delta u_\mu=\delta u_\mu .$$
Expanding $\delta u_\mu$ in the empty bands gives the coefficients $\langle u_{\nu,k+q}|v|u_{\mu k}\rangle/(e_{\mu k}-e_{\nu,k+q})$, which are those of the sum. This supplies the terms with the filled state at $k$. In the others the filled state is at $k+q$. Substitute $k=-(k'+q)$ and use $u_{\nu,-k}=u^*_{\nu k}$, valid for a real Hamiltonian: each becomes a term of the first kind. The two halves are equal, so
$$\delta n_s=\frac4N\sum_{k,\mu\,\mathrm{filled}}u^*_{\mu k}(s)\delta u_\mu(s).$$

Q: Now the bounds. The product $\chi_0K$ is not symmetric, and exchange can make $K$ indefinite. Why should the eigenvalues be real?

A: Choose the inner product to suit $X$. On the range of $X$, where $X$ has an inverse, define $\langle x,y\rangle_X=x^\dagger X^{-1}y$. Since $\varepsilon=1+XK$,
$$\langle x,\varepsilon y\rangle_X=x^\dagger(X^{-1}+K)y.$$
The matrix on the right is Hermitian, so $\varepsilon$ is self-adjoint in this inner product and its eigenvalues $\lambda$ are real. No sign of $K$ was assumed. Equivalently, $\varepsilon$ is similar to
$$S=X^{-1/2}\varepsilon X^{1/2}=1+X^{1/2}KX^{1/2}.$$
All $\lambda$ are positive exactly when $X^{-1}+K$ is positive on that range.

Outside the range, $\varepsilon$ changes a vector only by adding something inside the range, which contributes eigenvalues equal to 1. An example occurs at $q=0$. A constant potential shifts all levels and moves no density, so $\chi_0(0)\mathbf1=0$. By symmetry $\mathbf1^T\chi_0(0)=0$, hence $\mathbf1^T\varepsilon(0)=\mathbf1^T$. The response loop started from zero never leaves the range, because $\chi_0$ is the last operator applied.

Q: Is positivity just an algebraic wish, or does it mean something?

A: In UHF it is stability of the energy. Use the pair amplitudes $u_{ia}$ of both spins as coordinates. Let $D$ be the diagonal matrix of gaps $e_a-e_i$, and let $\mathcal K u$ be the filled–empty elements of the mean-field change caused by $u$. Then $\chi_0$ acts as $-D^{-1}$ and
$$\varepsilon=1+D^{-1}\mathcal K.$$

Now rotate the orbitals by small amplitudes $u$. The UHF energy is quadratic in $P$, so
$$\Delta E=\mathrm{Tr}(F\Delta P)+\tfrac12\mathrm{Tr}(\Delta P\,K\Delta P),$$
with $F$ the Fock matrix and traces summed over spin. The first-order part of $\Delta P$ connects filled and empty orbitals, where $F$ vanishes, so it gives nothing in the first trace. At second order, orbital $i$ loses weight $\sum_au_{ia}^2$ and orbital $a$ gains $\sum_iu_{ia}^2$, which costs $\sum_{ia}(e_a-e_i)u_{ia}^2=u^TDu$. The second trace is $\frac12\cdot2\,u^T\mathcal Ku$. Together,
$$\Delta E=u^T(D+\mathcal K)u+O(u^3).$$
Since $D^{1/2}\varepsilon D^{-1/2}=D^{-1/2}(D+\mathcal K)D^{-1/2}$, all $\lambda$ are positive exactly when this quadratic form is positive. The solution is then a local minimum against real rotations that keep each spin's electron number.

Near an instability $\lambda_{\min}\to0$. The response to a perturbation that drives the soft mode diverges, and the same mode slows the ground-state loop because $1-\beta\lambda_{\min}\to1$.

Q: Then give me the mixing bound, and tell me in which norm it is true.

A: An eigenmode is multiplied by $1-\beta\lambda$ at each step. With $\lambda_{\min}>0$, every mode decays exactly when
$$0<\beta<\frac2{\lambda_{\max}}.$$
The worst factor is smallest when the two ends of the spectrum have equal and opposite factors, $1-\beta\lambda_{\min}=\beta\lambda_{\max}-1$. This gives
$$\beta_{\rm opt}=\frac2{\lambda_{\min}+\lambda_{\max}},\qquad \rho=\frac{\lambda_{\max}-\lambda_{\min}}{\lambda_{\max}+\lambda_{\min}}=\frac{\kappa-1}{\kappa+1},\qquad\kappa=\frac{\lambda_{\max}}{\lambda_{\min}}.$$
Because $S$ is Hermitian, the error norm $\langle d,d\rangle_X^{1/2}$ is multiplied by at most $\rho$ in every step. In another norm the asymptotic rate is the same, but early steps may behave differently. If the starting error leaves the range of $X$, include the eigenvalue 1 when choosing $\lambda_{\min}$ and $\lambda_{\max}$.

Q: Show me a case where the distinction between $q=0$ and $q\ne0$ matters.

A: Take a chain with 16 cells of four sites, four electrons per cell and hopping $t$, which serves as the energy unit. The site energies are $0.3,-0.2,0.2,-0.3$. The interaction is $4e^{-|d|/4}$ at a distance of $d$ sites, summed over periodic images. A local potential $-2n_s^{1/3}$ imitates exchange; its derivative is $f_s=-\frac23n_s^{-2/3}$. The self-consistent gap is $0.615\,t$. The lowest eigenvalue of $K(0)$ is $-0.211\,t$, so the kernel is indeed indefinite.

For $q=2\pi m/16$ per cell, some of the block limits are:

| $m$ | $\lambda_{\min}$ | $\lambda_{\max}$ |
|---|---|---|
| 0 | 0.851 | 1.148 |
| 1 | 0.854 | 1.540 |
| 3 | 0.871 | 2.461 |
| 8 | 0.931 | 1.622 |

The largest eigenvalue of all blocks is at $m=3$, and at its partner $m=13$, since $\varepsilon(-q)=\varepsilon(q)^*$ for a real Hamiltonian.

The mixing limits are $2/1.1483=1.742$ at $q=0$ and $2/2.4605=0.813$ at $m=3$. Choose their geometric mean, $\beta=1.190$. The unit-cell ground-state loop converges: in one run, started from random site displacements of order 0.01 electrons, every residual component fell below $10^{-10}$ electrons after 18 steps. At $m=3$ the leading error should grow by
$$|1-1.190\times2.4605|=1.928$$
per step. The response loop grows by 1.928, and so does the nonlinear supercell ground-state loop when displaced slightly along this mode. At this $q$ the best choice is $\beta=2/(0.8713+2.4605)=0.600$, with $\rho=1.5892/3.3318=0.477$.

Q: Agreement of growth rates could still leave the response itself wrong. What does the solved equation give?

A: Apply amplitude $v=(1,0,0,0)$ at $m=3$. On the first site the independent-electron response is $-0.3586$ electrons per $t$, and the self-consistent one is $-0.3617$. Central differences of fully self-consistent supercell ground states also give $-0.3617$.

Self-consistency changes this number by less than one per cent, although one mode is screened by a factor 2.46. To see why, choose eigenvectors $r_j$ of $\varepsilon(q)$ orthonormal in the $X^{-1}$ inner product. Completeness then reads $X=\sum_jr_jr_j^\dagger$, and
$$-\delta n_1^{(0)}=\sum_j|r_j(1)|^2,\qquad -\delta n_1=\sum_j\frac{|r_j(1)|^2}{\lambda_j}.$$
Modes with $\lambda_j>1$ are screened and those with $\lambda_j<1$ enhanced. On this site the enhancement exceeds the screening by only $0.0030$. This limits the weight $W$ of the strongly screened mode: its loss $W(1-1/2.4605)$ cannot exceed the largest possible gain $(0.3586-W)(1/0.8713-1)$ minus $0.0030$, so $W\le0.068$, less than a fifth of the bare value. A small change in one response element is therefore no evidence that the loop is easy to converge.

Q: And Krylov solvers? The ground state can be accelerated by Anderson mixing, which looks unlike a linear solver.

A: Start with the linear problem. Put $\delta P=X^{1/2}y$. Since $\chi_0w=-Xw$, the equation becomes
$$Sy=b,\qquad b=-X^{1/2}w.$$
GMRES, started from zero, picks the $y$ in $\mathcal V_l=\mathrm{span}\{b,Sb,\dots,S^{l-1}b\}$ with the smallest residual. That residual is $p_l(S)b$, where $p_l$ has degree at most $l$ and $p_l(0)=1$. Any such polynomial gives an upper bound. Use the Chebyshev polynomial $T_l$:
$$p_l(\lambda)=\frac{T_l\!\left(\frac{\lambda_{\max}+\lambda_{\min}-2\lambda}{\lambda_{\max}-\lambda_{\min}}\right)}{T_l(z)},\qquad z=\frac{\kappa+1}{\kappa-1}.$$
On the spectrum the numerator is at most 1 in magnitude. For the denominator, $T_l(z)=\frac12(\zeta^l+\zeta^{-l})$ with
$$\zeta=z+\sqrt{z^2-1}=\frac{\kappa+1+2\sqrt\kappa}{\kappa-1}=\frac{\sqrt\kappa+1}{\sqrt\kappa-1}.$$
Therefore
$$\frac{\|b-Sy_l\|}{\|b\|}\le2\left(\frac{\sqrt\kappa-1}{\sqrt\kappa+1}\right)^l.$$
If GMRES minimizes the ordinary norm of the original residual instead, the bound acquires the factor $\|X^{1/2}\|\,\|X^{-1/2}\|$, taken on the range of $X$.

Anderson mixing keeps all previous points $y_j$ and residuals $r_j=b-Sy_j$. It forms the average $\bar y_l=\sum_{j\le l}c_jy_j$, with $\sum_jc_j=1$, that minimizes $\|\bar r_l\|$ for $\bar r_l=\sum_jc_jr_j$. Then it sets $y_{l+1}=\bar y_l+\beta\bar r_l$, with $\beta\neq0$.

Start from $y_0=0$, so $y_1=\beta b$. Suppose the averages of $y_0,\dots,y_l$ fill $\mathcal V_l$. Then $\bar y_l$ is the GMRES iterate, and $y_{l+1}$ lies in $\mathcal V_{l+1}$. It adds a new direction unless $\bar r_l$ lies in $\mathcal V_l$. But minimization makes $\bar r_l$ orthogonal to $S\mathcal V_l$, so in that case $\bar r_l^\dagger S\bar r_l=0$. Positive $S$ then forces $\bar r_l=0$, and the solution has been reached. By induction, the averages before the mixing step are GMRES iterates.

For the nonlinear ground state, residuals contain second-order terms. The equivalence then describes the linearized regime near $P_*$, with full history and the same norm; it gives no guarantee from a distant starting guess.

Q: Does this survive in a real open-shell molecule with nonlocal exchange?

A: Consider planar CH$_3$ in UHF/6-31G, with a chosen C–H length of 1.08 Å and angles of 120°. There are 94 filled–empty pairs. The lowest eigenvalue of $D+\mathcal K$ is 0.299 hartree, so the solution is stable in the sense above. The spectrum runs from $\lambda_{\min}=0.334$ to $\lambda_{\max}=1.309$, hence $\kappa=3.92$. Both extreme CPHF modes were tested as eigenmodes of the nonlinear ground-state map.

An electric field $\mathcal E$ along $x$ adds $+\mathcal E x$ to the electronic Hamiltonian, because the electron charge is $-1$. The induced dipole is $-\mathrm{Tr}(x\,\delta P)\mathcal E$, so
$$\alpha_{xx}=-2\sum_{ia}x_{ia}u_{ia}=2x^T(D+\mathcal K)^{-1}x.$$
Without $\mathcal K$ the in-plane value is 8.83 bohr³. CPHF gives 11.63 bohr³, or 1.723 Å³, and finite fields agree. As in the chain, each mode's positive contribution is divided by $\lambda$; the increase shows that modes with $\lambda<1$ prevail. This is a model-level value: UHF omits electron correlation, and the basis has no polarization or diffuse functions.

For the loops,
$$\beta_{\rm opt}=\frac2{0.3339+1.3093}=1.217,\qquad\rho=\frac{0.9754}{1.6432}=0.594,$$
while the Krylov factor is $(\sqrt{3.921}-1)/(\sqrt{3.921}+1)=0.329$. To bring the residual norm below $10^{-8}\|b\|$, the bounds guarantee success within 36 simple steps and 18 GMRES steps. The actual counts are 22 and 10. One reason is symmetry. The threefold rotation mixes fields along $x$ and $y$, so an in-plane field excites only modes that come in degenerate pairs. Both extreme modes are nondegenerate, so $b$ has no component along them: the bounds allow for modes that this field never excites.

Q: Where would you refuse to use the argument?

A: Its two parts have different reach. That the ground-state and response loops share a Jacobian needs only a differentiable map: for $P=G(P,\eta)$, differentiation gives $(1-\partial_PG)\,\delta P=\partial_\eta G$. A perturbation entering through $H$ is what makes the right-hand side $\chi_0w$. A multiconfigurational loop that also iterates configuration coefficients can be linearized likewise, but with all its variables included. Its Jacobian need not have the form $1-\chi_0K$ with the symmetric $\chi_0$ used here, so real eigenvalues and the bounds must be established anew.

If the gap closes, the denominators $e_a-e_i$ can vanish and $\Phi$ may cease to be differentiable; a metal needs a separate treatment of occupations. If $\lambda_{\min}<0$, simple mixing with positive $\beta$ amplifies that mode, and the response equation describes a stationary state that is not a minimum. The numerical check covers the gapped, stable cases above.

## Computed values

```
A: PERIODIC CHAIN (energies in t, densities in electrons/site)
cells 16, sites per cell 4, electrons per cell 4
hopping 1.0 t, repulsion 4.0 t, decay length 4.0 sites
exchange strength c 2.0 t, potential -c n^(1/3)
site energies (t): [ 0.3 -0.2  0.2 -0.3]
ground-state site densities: [0.6655 1.3026 0.699  1.333 ]
band gap 0.6154 t
lowest eigenvalue of K(0) -0.2113 t
q index m (q = 2 pi m/16 per cell), lam_min, lam_max:
  0  0.8513  1.1483
  1  0.8537  1.5402
  2  0.8610  2.2541
  3  0.8713  2.4605
  4  0.8830  2.3450
  5  0.8953  2.1349
  6  0.9079  1.9277
  7  0.9206  1.7515
  8  0.9310  1.6223
largest spectrum difference, blocks vs supercell 1.7e-09
q index with largest lam 3, q 1.1781 rad/cell
perturbation amplitude on sites (t): [1. 0. 0. 0.]
site-1 bare response -0.35863 electrons/t
site-1 full response -0.36166 electrons/t
site-1 supercell finite difference -0.36166 electrons/t
mixing limit at q=0 1.7418
mixing limit at chosen q 0.8128
best mixing at chosen q 0.6003, contraction 0.4770
shared mixing 1.1899; unit-cell loop converges in 18 steps
growth per step: formula 1.9277, response loop 1.9277
growth per step: supercell ground-state loop 1.9277
B: CH3 RADICAL, UHF/6-31G (atomic units unless stated)
C-H length 1.08 angstrom, planar, angles 120 degrees
basis functions 15, alpha/beta electrons 5/4
occupied-virtual pairs 94
total energy -39.546514 hartree
smallest orbital gap 0.6379 hartree
smallest Hessian eigenvalue 0.2990 hartree
lam_min 0.3339, lam_max 1.3093, kappa 3.9213
mixing limit 1.5275, best mixing 1.2171
contraction: simple 0.5936, Krylov bound 0.3289
in-plane polarizability, uncoupled 8.8273 bohr^3
in-plane polarizability, CPHF 11.6267 bohr^3
in-plane polarizability, finite field 11.6267 bohr^3
CPHF polarizability 1.7229 angstrom^3
relative residual target 1e-08
simple mixing steps 22, bound 36
GMRES steps 10, bound 18
Anderson-GMRES relative difference 6.5e-16 over 6 steps
```
